Surface free energy of nonstoichiometric oxide terminations versus oxygen chemical potential, part 2

How does the surface free energy γ of an oxide MO2, per unit area, depend on the oxygen around it? The model crystal has the fluorite structure, with cubic lattice constant 5.0 Å; M is eightfold and O fourfold coordinated. Energies are in eV, relative to isolated atoms, and lengths in Å. Atom i has Z_i M–O neighbours, N_b is the number of M–O bonds, and

E = −B Σ_i √Z_i + R N_b, B = 3.2 eV, R = 0.8 eV, (23)

Hence g_ox = −15.4510 eV per MO2. Isolated O2 has e_O2 = −5.0 eV. The chemical potentials are μ_M for the metal and μ_O = e_O2/2 + Δμ for oxygen.

A slab of free energy G_slab has N_M metal atoms, N_O oxygen atoms and two equal faces of area A. For bulk M_xO_y, here MO2, its oxygen excess per unit area is Γ_O = [N_O − (y/x)N_M]/(2A), and

γ = γ₀ − Γ_O Δμ,
γ₀ = [G_slab − (N_M/x) g_ox]/(2A) − Γ_O e_O2/2. (11)

Removing one oxygen atom per cell from the stoichiometric face (γ_s) costs w and gives γ_r; adding one releases b and gives γ_a:

Aγ_r = Aγ_s + w + μ_O. (1)

Aγ_a = Aγ_s − b − μ_O. (2)

The metal bound is Δμ ≥ −2.9755 eV and the condensation bound Δμ ≤ −0.05 eV. If M2O3 can form, the lower bound is

Δμ ≥ 2ΔG_f − ΔG_f(M2O3), (18)

or −2.702 eV, where ΔG_f is the formation free energy of MO2.

Only flat (111) faces are admitted and metal vacancies are forbidden; they would otherwise form in the bulk above Δμ = −0.470 eV. The oxygen-terminated (100) face has Aγ = −0.151 eV − Δμ per cell of 12.5 Å².

At temperature T, a face of area S samples configurations c with oxygen excess n_c and surface free energy W_c at μ_O = 0:

Ξ = Σ_c exp[−(W_c − n_cμ_O)/(k_B T)],
Sγ = −k_B T ln Ξ. (20)

S dγ/dμ_O = −k_B T (1/Ξ)(dΞ/dμ_O) = −⟨n⟩. (21)

S d²γ/dμ_O² = −(⟨n²⟩ − ⟨n⟩²)/(k_B T). (22)

### 9. Three terminations of one plane

Along the (111) direction the layers repeat as O–M–O. A 1×1 surface cell has area 10.8253 Å². Cutting between two adjacent oxygen layers gives a stoichiometric face. The cut removes one bond from the outermost metal atom and one from the outermost oxygen atom of each face. Each cut bond is shared between the two new faces, and two bonds are cut per cell, so each face accounts for the loss of one R. Therefore

Aγ_s = 3.2[(√8 − √7) + (√4 − √3)] − 0.8 = 0.642 eV,
γ_s = 0.642/10.8253 = 0.0593 eV/Å² = 0.950 J/m². (26)

Its excess is zero and its line is horizontal.

Removing the outermost oxygen atom breaks three bonds. They belong to three metal atoms, but in the 1×1 pattern every metal atom also loses three bonds, going from seven to four. Per cell the removal energy is

w = 3.2[(√7 − √4) + √3] − 3 × 0.8 = 5.209 eV. (27)

In the variable Δμ, Eq. (1) becomes

Aγ_r = 0.642 + 5.209 − 2.5 + Δμ = 3.351 eV + Δμ. (28)

The intercept is γ₀ = 3.351/10.8253 = 0.30955 eV/Å², and Γ_O = −1/10.8253 = −0.0924 Å⁻².

An additional oxygen atom sits above an outermost metal atom and forms one bond. It raises the coordination of that metal atom from seven to eight, so its binding energy is

b = 3.2[(√8 − √7) + 1] − 0.8 = 2.985 eV. (29)

Equation (2) then gives

Aγ_a = 0.642 − 2.985 + 2.5 − Δμ = 0.157 eV − Δμ. (30)

Here γ₀ = 0.0145 eV/Å² and Γ_O = +0.0924 Å⁻².

The same intercepts follow from whole slabs. The four-layer metal-terminated slab has N_M = 4, N_O = 6 and energy −50.1019 eV. Equation (11), multiplied by 2A, gives −50.1019 + 4 × 15.4510 − 2 × 2.5 = 6.702 eV. Half of this is the 3.351 eV of Eq. (28). The sign of the last term on the left follows from 2AΓ_O = −2 and e_O2/2 = −2.5 eV.

At the metal bound the metal-terminated face has γ = 0.0347 eV/Å², or 0.556 J/m², below the stoichiometric value. At the condensation bound the oxygen-rich face has 0.0192 eV/Å², or 0.307 J/m². If only these three faces are considered, the metal-terminated and stoichiometric lines cross at Δμ = 2.5 − 5.209 = −2.709 eV. The stoichiometric and oxygen-rich lines cross at −2.985 + 2.5 = −0.485 eV. This second crossing relies on complete metal layers. Taking one outermost metal atom from the stoichiometric face costs 3.2[√7 + 3(√3 − √2) + 4(√4 − √3)] − 7 × 0.8 = 9.347 eV, which would pay above Δμ = −0.552 eV if metal vacancies were allowed. Neighbouring metal atoms can leave at a slightly lower Δμ if the oxygen they strip of bonds leaves with them: three metal atoms and the outer oxygen atom they share do so above −0.568 eV. The value for a single atom is therefore not the exact onset of metal loss.

### 10. An evaluation without the derived line

The surface energy can also be obtained from a closed box of fixed atom numbers. The box may contain MO2, metal, condensed oxygen and an inert pair X and XO. When X and XO coexist, exchange of oxygen between them fixes μ_O at the energy difference of XO and X. Let E_box(N) be the lowest energy that the bulk phases can reach with the set of atom numbers N. If part of the contents is made into a slab with atom numbers N_slab, the excess energy is

2Aγ = E_slab + E_box(N − N_slab) − E_box(N). (31)

No value of μ_M and no excess Γ_O is supplied. The minimization redistributes the remaining atoms among the phases. For all three terminations, at four values of Δμ across the window, Eq. (31) agreed with the line to within 1.9 × 10⁻¹³ eV/Å².

The same minimization tests the bounds against the phases placed in the box. On moving 0.01 eV outside the window the oxide gives way to metal at the lower end, and condensed oxygen appears at the upper end; neither happens 0.01 eV inside. With M2O3 admitted, MO2 is replaced by it on the low side of the bound (18). The numerical output collects the values for all three slabs.

### 11. Partial coverages change the sequence

Removing all outer oxygen atoms at once is not the cheapest way to begin. Take a 3×3 surface cell, with nine outer oxygen and nine outer metal atoms. Each of these oxygen atoms has three metal neighbours. Three oxygen atoms can be removed so that every metal atom loses just one bond. The energy per removed atom is then

3.2[3(√7 − √6) + √3] − 2.4 = 5.027 eV. (32)

This is less than the 5.209 eV of Eq. (27), because the weakest bonds are given up first. The corresponding crossing is at 2.5 − 5.027 = −2.527 eV. Removing the next three atoms lowers each coordination from six to five, and the last three lower it from five to four. Replacing √7 − √6 by √6 − √5 and by √5 − √4 gives crossings at −2.691 and −2.909 eV.

Intermediate numbers of vacancies do not lie below these lines. Let l_i be the number of bonds lost by metal atom i. Its energy f(l_i) = −3.2√(7 − l_i) is a convex function of l_i. Join its values at integer l by straight segments to form a convex function F. With v vacancies the sum of l_i is 3v and its mean is v/3. Convexity gives

Σ_i f(l_i) = Σ_i F(l_i) ≥ 9F(v/3). (33)

Between v = 0, 3, 6 and 9 the right side is linear in v. The other energy terms are also linear in v. An intermediate coverage therefore lies on or above the straight segment joining its neighbours in this list, and it cannot be the sole lowest state.

The added oxygen atoms behave differently. Each binds to its own metal atom, so on an otherwise intact face their energies add. All partial coverages cross at the same point, Δμ = −0.485 eV, and away from it either none or all nine sites are filled.

These arguments do not cover faces with vacancies and added atoms together. All 2¹⁸ occupations of the nine outer and nine added sites were therefore enumerated, with all metal atoms and all deeper oxygen atoms in place. On a fine grid of Δμ across the window the lowest states have n = −9, −6, −3, 0 and +9, with the crossings found above. The envelope is positive at both ends of the window. Since it is concave, it is positive throughout; a negative value would mean that the crystal lowers its energy by creating more (111) surface. This says nothing about other planes: the (100) face of Section 8 does turn negative near the upper end of the window.

If M2O3 can form, equilibrium starts at −2.702 eV. The fully metal-terminated face, which needs Δμ below −2.909 eV, is then excluded. The state n = −6 retains an interval of only about 0.01 eV, between −2.702 and −2.691 eV. A bulk competitor can thus remove a termination without altering any surface energy.

### 12. The thermal face

At T = 1000 K, k_B T = 0.0862 eV. For the 3×3 cell S = 9 × 10.8253 = 97.43 Å². At Δμ = −2.6 eV the lowest single line belongs to n = −3 and gives γ = 0.05705 eV/Å². The sum over the 2¹⁸ enumerated configurations, Eq. (20), gives the smaller value 0.05346 eV/Å².

The mean excess is −3.309 atoms per cell, so Eq. (21) predicts the slope

dγ/dΔμ = 3.309/97.43 = 0.03396 Å⁻². (34)

A finite difference of γ gives 0.033962 Å⁻², in agreement. The variance of n is 1.009, and Eq. (22) gives a curvature of −1.009/(97.43 × 0.0862) = −0.120 Å⁻² eV⁻¹. A test of the second difference confirms this relation to within one per cent. The linear law thus holds for each frozen configuration, while the equilibrated face follows a curve. The 3×3 cell restricts the patterns and fluctuations, so these thermal values belong to that cell and need not equal those of a large surface.

### 13. From chemical potential to oxygen pressure

For N molecules of an ideal gas with one-molecule partition function q, the free energy is −k_B T ln(q^N/N!). For large N, ln N! ≈ N ln N − N, and differentiation with respect to N gives the molecular chemical potential −k_B T ln(q/N). Write q = Vq_int/λ³, where V is the volume, λ = h/√(2πmk_B T) the thermal wavelength and m the molecular mass. The gas law supplies V/N = k_B T/p. One molecule provides two atoms, so

Δμ(T,p) = ½k_B T ln[pλ³/(k_B T q_int)]. (35)

The internal factor counts three spin states, the rotations and the vibration:

q_int = 3 × [k_B T/(2ε_rot)] × 1/[1 − exp(−ħω/(k_B T))]. (36)

Here ε_rot = ħ²/(2I), with I the moment of inertia. Replacing the sum over rotational levels by an integral gives k_B T/ε_rot. The factor ½ appears because only odd rotational levels occur for two identical spinless nuclei in the electronic ground state of O2. The vibrational factor is a geometric series counted from the ground level. Small splittings of the spin states are neglected.

The PBE functional with the def2-SVP basis gives a bond length of 1.214 Å and a harmonic wavenumber of 1611 cm⁻¹. These are values at that level of theory, with a small basis and no anharmonicity. Their convergence with the basis is not shown, and a finer fit of the energy curve gives 1610 cm⁻¹. The chemical potential is insensitive to these constants: a rotational constant of 1.438 cm⁻¹ and a vibrational wavenumber of 1556 cm⁻¹, close to the measured ones, change Δμ at 300 and 1000 K by no more than 0.0002 eV. They lead to Δμ = −0.274 eV at 300 K and −1.099 eV at 1000 K, both at 1 bar. An explicit sum over quantum levels tests Eq. (35) at 1000 K; the two results are −1.08531 and −1.08529 eV at the density used there.

At fixed temperature, subtracting Eq. (35) at two pressures cancels everything except the pressures:

Δμ(T,p₂) − Δμ(T,p₁) = ½k_B T ln(p₂/p₁). (37)

For the metal bound at 1000 K, with p₁ = 1 bar,

log₁₀(p/bar) = 2(−2.9755 + 1.0992)/(0.08617 × 2.3026) = −18.9. (38)

The M2O3 bound corresponds to −16.15 on the same scale, and the crossing of the lines n = 0 and n = −3 to −14.39. That crossing compares frozen configurations. The equilibrated face at 1000 K loses oxygen gradually, beginning at higher pressures, and at the crossing its mean excess in the 3×3 cell is already about −2.5.

Both bounds are calculated for a bulk without vacancies. Removing one oxygen atom from the interior costs 3.2[4(√8 − √7) + 2] − 3.2 = 5.538 eV in this model. At the metal bound the net cost is therefore 5.538 − 2.5 − 2.9755 = 0.063 eV, less than k_BT at 1000 K. The bulk would then be appreciably nonstoichiometric, so the pressure in Eq. (38) belongs to the idealized oxide of fixed composition. At 1 bar and 1000 K, Δμ = −1.099 eV lies well inside the stoichiometric interval. At 1 bar and 300 K, −0.274 eV lies above −0.485 eV, and among flat (111) faces with complete metal layers the oxygen-rich one is preferred. The oxygen-terminated (100) face of Section 8 is lower there, 0.0098 against 0.0399 eV/Å². Covering a (111) face with {100} facets multiplies the area by √3 and would lower the energy above Δμ = −0.579 eV, so the oxygen-rich (111) face survives only if the metal atoms cannot move. This is a restricted equilibrium, because −0.274 eV also lies above −0.470 eV, where the model crystal would lose metal if it could. Cooling at constant pressure can thus add oxygen to the surface, provided that oxygen exchange remains fast while the metal atoms stay in place.

Formally, the oxygen-rich crossing at 1000 K lies at 10^6.2 bar. This number is not a usable pressure: the ideal-gas law has no claim to hold there, and the pressure dependence of the solids is no longer negligible. One formula unit occupies 5.0³/4 = 31.25 Å³. Its pressure–volume term is about 2 × 10⁻⁵ eV at 1 bar, but already 0.2 eV at 10⁴ bar.

The condensation bound belongs to low temperature. In this model the gas at 1 bar reaches Δμ = −0.05 eV at 71.7 K. That temperature reflects the chosen condensation energy and the neglect of thermal free energy in the condensed phase; it is not a prediction for real oxygen. At 300 K, above the critical temperature, the same value of Δμ marks no condensation.

For a real oxide, relaxation of the atoms, long-range electrostatics and vibrational free energies would change the intercepts and the bounds. For a fixed termination on a bulk of fixed composition they would leave the slope −Γ_O unchanged, since it follows from counting atoms. If the bulk itself becomes appreciably nonstoichiometric, g_ox and the reference ratio y/x vary with μ_O, and the straight line must be replaced by its local form.

Table of computed values

```
Model B, R: 3.2, 0.8 eV; cubic lattice constant: 5.0 A
O2 binding energy: 5.0 eV per molecule
Metal cohesive energy: 4.5 eV per atom
O2 condensation energy: 0.1 eV per molecule
M2O3 formation energy: -9.2 eV per formula
Bulk coordination M, O: 8, 4
Bulk energy: -15.4510 eV per MO2
Oxide formation energy: -5.9510 eV per MO2
Area of 1x1 face: 10.8253 A^2
Metal-precipitation bound dmu: -2.9755 eV
Oxygen-condensation bound dmu: -0.0500 eV
M2O3 bound dmu: -2.7019 eV
metal: N_M=4, N_O=6, E_slab=-50.1019 eV
  O excess per 1x1 face: -1; Gamma: -0.09238 A^-2
  gamma at dmu=0: 0.30955 eV/A^2
  gamma at metal, condensation bounds: 0.03469, 0.30493 eV/A^2
  same two values: 0.556, 4.886 J/m^2
stoichiometric: N_M=4, N_O=8, E_slab=-60.5199 eV
  O excess per 1x1 face: +0; Gamma: +0.00000 A^-2
  gamma at dmu=0: 0.05931 eV/A^2
  gamma at metal, condensation bounds: 0.05931, 0.05931 eV/A^2
  same two values: 0.950, 0.950 J/m^2
oxygen-rich: N_M=4, N_O=10, E_slab=-66.4890 eV
  O excess per 1x1 face: +1; Gamma: +0.09238 A^-2
  gamma at dmu=0: 0.01454 eV/A^2
  gamma at metal, condensation bounds: 0.28941, 0.01916 eV/A^2
  same two values: 4.637, 0.307 J/m^2
Largest closed-box difference: 1.9e-13 eV/A^2
Metal/stoichiometric crossing, 1x1 only: -2.7090 eV
Stable O excess per 3x3 face (atoms): [-9, -6, -3, 0, 9]
Crossing -9 to -6: dmu=-2.9088 eV; log10(p/bar) at 1000 K=-18.24
Crossing -6 to -3: dmu=-2.6914 eV; log10(p/bar) at 1000 K=-16.05
Crossing -3 to +0: dmu=-2.5267 eV; log10(p/bar) at 1000 K=-14.39
Crossing +0 to +9: dmu=-0.4846 eV; log10(p/bar) at 1000 K=6.20
Thermal surface: T=1000 K, dmu=-2.6 eV
  thermal gamma, lowest line: 0.05346, 0.05705 eV/A^2
  mean O excess per 3x3 face: -3.3089 atoms
  variance of O excess per 3x3 face: 1.0094 atoms^2
  finite-difference slope, -mean Gamma: 0.033962, 0.033962 A^-2
O2 PBE/def2-SVP bond length: 1.2136 A
O2 harmonic wavenumber: 1611 cm^-1
Gas dmu at 1 bar, 300 K and 1000 K: -0.2740, -1.0992 eV
Gas dmu test, levels and formula: -1.08531, -1.08529 eV
log10(p/bar) at metal bound, 1000 K: -18.91
log10(p/bar) at M2O3 bound, 1000 K: -16.15
Model condensation temperature at 1 bar: 71.7 K
```
